\section*{Charge pumping by the chiral Landau level of Weyl nodes, part 1}

(Sections cited here and not found follow in the second part.)

\section{A single node in parallel fields}

Q: I am told that parallel electric and magnetic fields create electrons at a Weyl node. A Hamiltonian for band electrons conserves their number. What is there to derive?

A: The total number is indeed conserved. The question is how many electrons belong to the neighbourhood of one node, and that number can change. Take a node at which two bands touch, measure the wave vector $\mathbf k$ and the energy from the touching point, and keep terms linear in $\mathbf k$:
\begin{equation}
H_0=\chi\hbar v\,\boldsymbol\sigma\cdot\mathbf k,\qquad \chi=\pm1,\quad v>0 .
\end{equation}
The Pauli matrices $\boldsymbol\sigma$ act on the two band components, which I call up and down; they need not be the electron's true spin. The sign $\chi$ is the chirality. The electron charge is $-e$ with $e>0$. A magnetic field enters through the replacement
\begin{equation}
\hbar\mathbf k\to\boldsymbol\Pi=\mathbf p+e\mathbf A,\qquad \mathbf p=-i\hbar\nabla,\qquad H=\chi v\,\boldsymbol\sigma\cdot\boldsymbol\Pi .
\end{equation}
This assumes fields that vary little over a unit cell, and electrons that do not interact. Scattering is left out for now.

Q: Landau levels usually come from closed orbits and are symmetric in the momentum along the field. Why should one of them run in a single direction?

A: The commutator decides it. Let $\mathbf B=B\hat{\mathbf z}$ with $B>0$. The two momenta commute with each other, and so do the two components of $\mathbf A$, so that
\begin{align}
[\Pi_x,\Pi_y]&=e[p_x,A_y]+e[A_x,p_y]\nonumber\\
&=-i\hbar e\,(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\end{align}
Define
\begin{equation}
a=\frac{\Pi_x-i\Pi_y}{\sqrt{2\hbar eB}},\qquad a^\dagger=\frac{\Pi_x+i\Pi_y}{\sqrt{2\hbar eB}} .
\end{equation}
Their commutator is
\begin{equation}
[a,a^\dagger]=\frac{i[\Pi_x,\Pi_y]-i[\Pi_y,\Pi_x]}{2\hbar eB}
=\frac{2i(-i\hbar eB)}{2\hbar eB}=1 ,
\end{equation}
so $a$ lowers and $a^\dagger$ raises the states $|n\rangle$ of an oscillator. The transverse part of $\boldsymbol\sigma\cdot\boldsymbol\Pi$ has $\Pi_x-i\Pi_y$ in its upper right corner and $\Pi_x+i\Pi_y$ in its lower left. With $\Pi_z=\hbar k_z$ the Hamiltonian becomes
\begin{equation}
H=\chi\begin{pmatrix}\hbar vk_z&\varepsilon_Ba\\ \varepsilon_Ba^\dagger&-\hbar vk_z\end{pmatrix},\qquad \varepsilon_B=v\sqrt{2\hbar eB}.
\end{equation}
For $n\ge1$ the up state $|n-1\rangle$ and the down state $|n\rangle$ are coupled to each other and to nothing else, since $a|n\rangle=\sqrt n\,|n-1\rangle$ and $a^\dagger|n-1\rangle=\sqrt n\,|n\rangle$. In this pair of states
\begin{equation}
H_n=\chi\begin{pmatrix}\hbar vk_z&\varepsilon_B\sqrt n\\ \varepsilon_B\sqrt n&-\hbar vk_z\end{pmatrix}.
\end{equation}
The trace is zero and the square is a number times the unit matrix, which gives
\begin{equation}
\varepsilon_{n,\pm}=\pm\sqrt{(\hbar vk_z)^2+n\varepsilon_B^2},\qquad n\ge1 .
\end{equation}
The down state $|0\rangle$ has no partner, because $a|0\rangle=0$. It is an eigenstate by itself, and the lower right entry of $H$ gives its energy:
\begin{equation}
\varepsilon_0=-\chi\hbar vk_z .
\end{equation}
Its velocity along the field is $-\chi v$ at every $k_z$. This is the chiral level.

Q: Could there be a second unpaired state, with component up, that restores the symmetry?

A: It would have to obey $a^\dagger f=0$. In the gauge $\mathbf A=(0,Bx,0)$, with plane waves $e^{ik_yy}$ along $y$ and the magnetic length $\ell=\sqrt{\hbar/(eB)}$,
\begin{align}
a&=-\frac{i}{\sqrt2}\left(\ell\,\partial_x+\frac{x+k_y\ell^2}{\ell}\right),\\
a^\dagger&=\frac{i}{\sqrt2}\left(-\ell\,\partial_x+\frac{x+k_y\ell^2}{\ell}\right).
\end{align}
The equation $af=0$ has the solution $\exp[-(x-x_c)^2/(2\ell^2)]$ with centre $x_c=-k_y\ell^2$. The equation $a^\dagger f=0$ has the solution with the opposite sign in the exponent, which grows without limit and cannot be normalized. Hence for each $k_y$ there is one unpaired state, not two.

The same spectrum can be found without using this pairing. I wrote $x$ and $p_x$ as matrices in 120 oscillator functions whose length was $0.8\,\ell$ instead of $\ell$, and diagonalized $H$ for both chiralities at $k_z\ell=\pm0.5$. After removal of the states that sit at the cut-off of the basis, the levels of magnitude below $2.6\,\hbar v/\ell$ were the chiral level and the pairs $n=1,2,3$. They agreed with the formulas to $4\times10^{-15}\,\hbar v/\ell$.

Q: One level per $k_y$ is not yet a density. How many such states fit into a sample?

A: Take a sample with sides $L_x$ and $L_y$ and periodic conditions along $y$. Neighbouring values of $k_y$ differ by $2\pi/L_y$, so neighbouring centres differ by $2\pi\ell^2/L_y$. The number of centres within $L_x$, divided by the area, is
\begin{equation}
g=\frac{1}{L_xL_y}\,\frac{L_x}{2\pi\ell^2/L_y}=\frac{1}{2\pi\ell^2}=\frac{eB}{2\pi\hbar}=\frac{eB}{h}.
\end{equation}
Edges change this count by a fraction that vanishes for a wide sample. Seen along $z$, the chiral level is thus a bundle of one-dimensional channels, $g$ of them per area.

Q: Now switch on the electric field. Does it not mix the levels and spoil the picture?

A: Let $\mathbf E=E\hat{\mathbf z}$ and describe it by $A_z=-Et$, since $\mathbf E=-\partial_t\mathbf A$. The canonical momentum $\hbar q$ along $z$ is conserved, and
\begin{equation}
\hbar k_z(t)=\hbar q-eEt,\qquad \frac{dk_z}{dt}=-\frac{eE}{\hbar}.
\end{equation}
The chiral state, component down with oscillator state $|0\rangle$, does not depend on $k_z$. It therefore remains an eigenstate of $H$ at each instant, and the field adds nothing but a phase. Within this Hamiltonian there is no mixing out of the chiral level, however strong the parallel field is.

Q: But all wave numbers move together. If the level is filled down to infinite depth, a shifted infinite set looks like the same set. What has been gained?

A: The upper end of the filled set has moved, and that can be counted. Fix a reference energy $\mu$, the initial Fermi level. Let $\delta n_\chi$ be the density of electrons above $\mu$ minus the density of empty states below $\mu$. For $\chi=+1$ the energy falls with $k_z$, so the filled states are those with $k_z>k_F$, where $k_F=-\mu/(\hbar v)$. After a time $t$ with $E>0$ they are those with $k_z>k_F-eEt/\hbar$. States of density $1/(2\pi)$ per length and per wave number have been added on an interval of width $eEt/\hbar$. For $\chi=-1$ the filled states are those with $k_z<k_F$, now with $k_F=\mu/(\hbar v)$; the same motion withdraws the edge and leaves empty states below $\mu$. The change per channel and per length is therefore $\chi eEt/(2\pi\hbar)$. Multiplication by the number of channels per area gives
\begin{equation}
\frac{d\,\delta n_\chi}{dt}=\chi\,\frac{eB}{2\pi\hbar}\,\frac{eE}{2\pi\hbar}=\chi\,\frac{e^2EB}{4\pi^2\hbar^2}.
\end{equation}

Q: You call this charge pumping, yet it has two factors of $e$ that came from a force and from a degeneracy. Is it a charge rate at all?

A: It is a rate of electron number. The units show it. With $1\,\mathrm{V}=1\,\mathrm{J/C}$ and $1\,\mathrm T=1\,\mathrm{J\,s/(C\,m^2)}$,
\begin{equation}
\frac{\mathrm{C^2}\,(\mathrm{J\,C^{-1}m^{-1}})(\mathrm{J\,s\,C^{-1}m^{-2}})}{\mathrm{J^2s^2}}=\mathrm{m^{-3}s^{-1}} .
\end{equation}
Each electron carries $-e$, so the charge density $\rho_\chi$ assigned to the node changes as
\begin{equation}
\frac{d\rho_\chi}{dt}=-\chi\,\frac{e^3EB}{4\pi^2\hbar^2}.
\end{equation}

Q: The velocity $v$ has dropped out. A faster level climbs faster in energy, so I would expect it to pump more.

A: It does climb faster: the energy of each state changes at the rate $(-\chi\hbar v)(-eE/\hbar)=\chi veE$. But its states are spread more thinly in energy. The chiral level has
\begin{equation}
D=\frac{eB}{2\pi\hbar}\,\frac{1}{2\pi\hbar v}=\frac{eB}{4\pi^2\hbar^2v}
\end{equation}
states per volume and energy. The product $D\,\chi veE$ is the rate found above, and $v$ cancels.

Q: What if the magnetic field is reversed? You assumed $B>0$.

A: For $B<0$ the commutator is $+i\hbar e|B|$, and $\Pi_x+i\Pi_y$ becomes the lowering operator. The unpaired state then has component up and energy $+\chi\hbar vk_z$. Its slope is reversed and its degeneracy is $e|B|/h$, so the rate is $-\chi e^2E|B|/(4\pi^2\hbar^2)$. This is the same formula with a signed $B$. Reversing both fields leaves the rate unchanged.

Q: You have counted one level. If the Fermi level lies higher, the levels with $n\ge1$ hold most of the electrons. Why may they be ignored?

A: They carry current, but they do not change the net count. Their energies are even in $k_z$. If an upper level $n$ is filled for $|k_z|<k_n$, the field shifts this interval as a whole: electrons are added at one end and removed in equal number at the other. Its filled lower partner stays filled. The chiral level has one edge per node and so has nothing to balance it.

Q: The field can also lift an electron from a lower level $n$ to the upper one. That puts new electrons above $\mu$.

A: It does, and it leaves an empty state below $\mu$ for each of them. The matrix $H_n$ couples two states at the same $k_z$, so such a transition makes an electron and a hole at the same node, and $\delta n_\chi$ does not change.

Still, the size of the effect is useful. Write $d=\hbar vk_z$ and $\Delta=\varepsilon_B\sqrt n$; the overall sign $\chi$ exchanges the two levels and does not affect magnitudes. With $\cot\theta=d/\Delta$ the instantaneous eigenvectors are $(\cos\frac\theta2,\sin\frac\theta2)$ and $(-\sin\frac\theta2,\cos\frac\theta2)$, so the overlap of one with the time derivative of the other has magnitude $|\dot\theta|/2$. Let $r$ be the ratio of the upper amplitude to the lower one. If $r$ is small and changes slowly compared with the phase set by the gap $2\sqrt{d^2+\Delta^2}$, the Schr\"odinger equation for the upper amplitude reduces to
\begin{equation}
2\sqrt{d^2+\Delta^2}\;|r|=\hbar\,\frac{|\dot\theta|}{2}.
\end{equation}
At $k_z=0$ we have $d=0$ and $|\dot\theta|=|\dot d|/\Delta=veE/\Delta$ for $E>0$. For $n=1$, where $\Delta^2=2\hbar eBv^2$,
\begin{equation}
|r|=\frac{\hbar veE}{4\Delta^2}=\frac{E}{8vB}.
\end{equation}
I compared the first form with a numerical solution of the two-level Schr\"odinger equation for $\hbar=1$, $\Delta=1$ and $\dot d=0.05$, started in the lower state at $t=-200$. At the crossing the admixture was $0.01253$, against $0.05/4=0.01250$ from the formula.

Q: One thing remains unsettled. Electrons appear at the top of an infinitely deep sea. Where do they come from?

A: The single-node Hamiltonian cannot say. If one keeps the states above some deep energy $-\Lambda$, electrons enter through that lower boundary at the same rate at which they pass $\mu$. The linear model has no bottom, so its answer is a flow from outside the model. A complete band structure has to supply the source.

\section{Both nodes, general fields and a worked case}

Q: Before we look for that source, which results are we carrying over?

A: A node of chirality $\chi=\pm1$ and velocity $v$ has, in a field $B$ along $z$, one chiral level $\varepsilon_0=-\chi\hbar vk_z$ for $B>0$. It holds $eB/(2\pi\hbar)$ states per area for each $k_z$. The electron charge is $-e$, the magnetic length is $\ell=\sqrt{\hbar/(eB)}$, and a parallel field $E$ moves all wave numbers by $dk_z/dt=-eE/\hbar$. The electron density of the node, measured from a fixed Fermi level $\mu$, changes at the rate $\chi R$ with
\begin{equation}
R=\frac{e^2EB}{4\pi^2\hbar^2}.
\end{equation}
The levels $n\ge1$ start at $\varepsilon_B\sqrt n$ with $\varepsilon_B=v\sqrt{2\hbar eB}$ and add nothing to the net rate.

In parallel fields the electron density of a single Weyl node changes at the rate $\chi R$, which comes from the chiral level alone and does not depend on $v$. It remains to find where these electrons come from, to treat transverse fields, unequal velocities and relaxation, and to put in numbers for a material.
